# Exact, Independent Sampling of Determinants from a Canonical Matrix Product State: test program

```python
# Result under test: for a right-canonical matrix product state (MPS)
#   C(n) = B1[n1] B2[n2] ... BL[nL],  sum_n Bp[n] Bp[n]^T = 1,
# sequential draws with conditional probabilities |u Bp[n]|^2 (u = normalized
# prefix vector) give independent determinants with probability C(n)^2 and also
# return the signed coefficient C(n).
# Symbols: L orbitals (sites); occupation digit 0 empty, 1 beta, 2 alpha, 3 both;
# a determinant is the integer with these L base-4 digits, first orbital leading.
# Example: CO2, STO-3G, 12 electrons in 10 orbitals. Hartree atomic units.
import numpy as np
from scipy import stats
from pyscf import gto, scf, mcscf, fci, symm

L, NELEC = 10, (6, 6)
BOND_LENGTH = 2.6
SV_CUT = 0.01
N = 40000
EPS = 5e-4
rng = np.random.default_rng(2024)

# ---------- electronic structure: lowest singlet CASCI state ----------
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, BOND_LENGTH)],
                  ["O", (0, 0, -BOND_LENGTH)]],
            unit="Bohr", basis="sto-3g", symmetry="D2h", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
mo = np.array(mf.mo_coeff)
labels = np.array(symm.label_orb_symm(mol, mol.irrep_name, mol.symm_orb, mo))
order = np.lexsort((labels, np.round(mf.mo_energy, 6)))
mo, labels = mo[:, order], labels[order]
orbital_energy = np.array(mf.mo_energy)[order]
for k in range(mo.shape[1]):                      # fix arbitrary orbital signs
    first = np.argmax(np.abs(mo[:, k]) > 1e-3)
    mo[:, k] *= np.sign(mo[first, k])
cas = mcscf.CASCI(mf, L, sum(NELEC))
ncore = cas.ncore
h1, ecore = cas.get_h1eff(mo)
h2 = cas.get_h2eff(mo)
solver = fci.direct_spin0.FCI()
solver.conv_tol, solver.max_cycle = 1e-12, 200
e_cas, ci = solver.kernel(h1, h2, L, NELEC, ecore=ecore)
ci = np.array(ci).reshape(210, 210)
ci /= np.linalg.norm(ci)
ci *= np.sign(ci[0, 0])
spin_sq = fci.spin_op.spin_square(ci, L, NELEC)[0]
assert abs(spin_sq) < 1e-6

# ---------- CI vector in orbital-by-orbital operator order ----------
strings = np.array([int(s) for s in fci.cistring.make_strings(range(L), NELEC[0])])
occ = (strings[:, None] >> np.arange(L)) & 1
alpha_bit = 1 << (2 * L - 1 - 2 * np.arange(L))
beta_bit = alpha_bit >> 1
det_index = (occ @ alpha_bit)[:, None] + (occ @ beta_bit)[None, :]
alpha_after = occ.sum(1)[:, None] - np.cumsum(occ, axis=1)
phase = 1 - 2 * ((alpha_after @ occ.T) % 2)
phase = phase * phase[0, 0]
psi = np.zeros(4**L)
psi[det_index] = ci * phase
hf = int(det_index[0, 0])

# Fermionic phase test: density matrix from Jordan-Wigner signs vs CI library
dets = det_index.ravel()
bits = (dets[:, None] >> (2 * L - 1 - np.arange(2 * L))) & 1
rdm = fci.direct_spin1.make_rdm1(ci, L, NELEC)
for p in range(L):
    for q in range(p + 1, L):
        value = 0.0
        for s in (0, 1):
            k, l = 2 * p + s, 2 * q + s
            ok = (bits[:, l] == 1) & (bits[:, k] == 0)
            sign = 1 - 2 * (bits[ok, k + 1:l].sum(1) % 2)
            moved = dets[ok] ^ (1 << (2*L - 1 - k)) ^ (1 << (2*L - 1 - l))
            value += np.sum(sign * psi[moved] * psi[dets[ok]])
        assert abs(value - rdm[p, q]) < 1e-9

# ---------- right-canonical MPS by truncated SVD from the right ----------
tensors, rest, chi, discarded = [], psi.copy(), 1, 0.0
for p in range(L, 1, -1):
    u, s, vt = np.linalg.svd(rest.reshape(4**(p - 1), 4 * chi),
                             full_matrices=False)
    keep = int(np.sum(s > SV_CUT))
    discarded += np.sum(s[keep:]**2)
    tensors.insert(0, vt[:keep].reshape(keep, 4, chi))
    rest, chi = u[:, :keep] * s[:keep], keep
tensors.insert(0, (rest / np.linalg.norm(rest)).reshape(1, 4, chi))
for B in tensors:
    gram = np.einsum("asb,csb->ac", B, B)
    assert np.allclose(gram, np.eye(len(gram)), atol=1e-10)

# Dense state, and prefix norms against explicit sums over all completions
left, prefix_norms = np.ones((1, 1)), []
for B in tensors:
    left = np.tensordot(left, B, 1).reshape(-1, B.shape[2])
    prefix_norms.append(np.sum(left**2, axis=1))
dense = left[:, 0]
weight = dense**2
for p, norms in enumerate(prefix_norms, 1):
    explicit = weight.reshape(4**p, -1).sum(axis=1)
    assert np.allclose(norms, explicit, atol=1e-11)
assert abs(weight[dets].sum() - 1) < 1e-9         # electron number and S_z kept
fidelity = float(dense @ psi)**2
assert abs(fidelity - (1 - discarded)) < 1e-9
tv = 0.5 * np.abs(weight - psi**2).sum()
assert tv <= np.sqrt(1 - fidelity)
ci_mps = dense[det_index] * phase
e_mps = fci.direct_spin1.energy(h1, h2, ci_mps, L, NELEC) + ecore
assert e_mps > e_cas

# Same state in another gauge on the first bond: the norm rule must fail
q1, r1 = np.linalg.qr(tensors[0][0])
two_site = np.tensordot(tensors[0][0], tensors[1], 1)
assert np.allclose(np.tensordot(q1, np.tensordot(r1, tensors[1], 1), 1), two_site)
wrong_first = np.sum(q1**2, axis=1) / np.sum(q1**2)
right_first = weight.reshape(4, -1).sum(axis=1)
assert abs(wrong_first[3] - right_first[3]) > 0.1


# ---------- the sampler ----------
def sample(mps, uniforms):
    count = len(uniforms)
    rows = np.arange(count)
    u = np.ones((count, 1))
    coefficient = np.ones(count)
    index = np.zeros(count, dtype=np.int64)
    for site, B in enumerate(mps):
        w = np.tensordot(u, B, 1)
        cond = np.einsum("nsb,nsb->ns", w, w)
        assert np.allclose(cond.sum(axis=1), 1, atol=1e-8)
        cumulative = np.cumsum(cond, axis=1)[:, :3]
        digit = np.sum(uniforms[:, site, None] >= cumulative, axis=1)
        norm = np.sqrt(cond[rows, digit])
        u = w[rows, digit] / norm[:, None]
        coefficient *= norm
        index = 4 * index + digit
    return index, coefficient * u[:, 0]


draws, amplitudes = sample(tensors, rng.random((N, L)))
assert np.allclose(amplitudes, dense[draws], atol=1e-10)
found, first_hit, counts = np.unique(draws, return_index=True, return_counts=True)
found_c = amplitudes[first_hit]
assert np.all(np.isin(found, dets))

# Frequencies against the dense weights
all_counts = np.bincount(draws, minlength=4**L)
big = np.flatnonzero(N * weight >= 10)
observed = np.append(all_counts[big], N - all_counts[big].sum())
expected = np.append(N * weight[big], N * (1 - weight[big].sum()))
expected *= N / expected.sum()
p_value = stats.chisquare(observed, expected).pvalue
assert p_value > 1e-4


# Independence, with a Metropolis chain on the same weights as contrast
def autocorrelation(hits, lag):
    d = hits - hits.mean()
    return np.mean(d[:-lag] * d[lag:]) / np.mean(d * d)


hits = (draws == hf).astype(float)
lags = [autocorrelation(hits, k) for k in range(1, 21)]
assert np.max(np.abs(lags)) < 5 / np.sqrt(N)
a_list, b_list = list(range(L)), list(range(L))   # first six entries occupied
state, chain = hf, np.zeros(N)
occupied, empty = rng.integers(0, 6, (N, 2)), rng.integers(6, L, (N, 2))
accept = rng.random(N)
for t in range(N):
    i, j = occupied[t]
    a, b = empty[t]
    trial = state ^ int(alpha_bit[a_list[i]]) ^ int(alpha_bit[a_list[a]])
    trial = trial ^ int(beta_bit[b_list[j]]) ^ int(beta_bit[b_list[b]])
    if accept[t] * weight[state] < weight[trial]:
        state = trial
        a_list[i], a_list[a] = a_list[a], a_list[i]
        b_list[j], b_list[b] = b_list[b], b_list[j]
    chain[t] = state == hf
metropolis_lag1 = autocorrelation(chain, 1)
assert metropolis_lag1 > 0.5

# Probability of finding a determinant in a batch of draws
BATCH = 100
probe = int(np.argmin(np.abs(weight - 0.01)))
seen_fraction = np.mean(np.any(draws.reshape(-1, BATCH) == probe, axis=1))
seen_formula = 1 - (1 - weight[probe])**BATCH
sigma = np.sqrt(seen_formula * (1 - seen_formula) / (N // BATCH))
assert abs(seen_fraction - seen_formula) < 4.5 * sigma

# Recovery of all determinants above EPS, and the certificate
miss_bound = (1 - EPS)**N / EPS
target = np.flatnonzero(weight >= EPS)
assert np.all(np.isin(target, found))
seen_weight = np.sum(found_c**2)
unseen = 1 - seen_weight
certified = found[found_c**2 > unseen]
assert set(certified) == set(np.flatnonzero(weight > unseen))

# Deterministic search with pruned prefixes
prefix, vectors, widest = np.zeros(1, dtype=np.int64), np.ones((1, 1)), 0
for B in tensors:
    w = np.tensordot(vectors, B, 1)
    row, digit = np.nonzero(np.sum(w**2, axis=2) >= EPS)
    prefix, vectors = 4 * prefix[row] + digit, w[row, digit]
    widest = max(widest, len(prefix))
assert widest <= 1 / EPS
assert set(prefix) == set(target)

# Error of a coefficient magnitude estimated from counts
ranking = np.lexsort((found, -np.round(np.abs(found_c), 7)))
second = int(found[ranking[1]])
GROUP = 1000
group_freq = np.mean(draws.reshape(-1, GROUP) == second, axis=1)
spread = np.std(np.sqrt(group_freq), ddof=1)
spread_formula = np.sqrt((1 - weight[second]) / (4 * GROUP))
assert abs(spread / spread_formula - 1) < 0.45


def picture(index):
    return "".join("0ba2"[(int(index) >> 2 * (L - 1 - p)) & 3] for p in range(L))


# Chain of conditionals for the leading excited determinant
conditionals, previous = [], 1.0
for p in range(1, L + 1):
    marginal = weight.reshape(4**p, -1)[second >> 2 * (L - p)].sum()
    conditionals.append(marginal / previous)
    previous = marginal

act = slice(ncore, ncore + L)
print(f"C-O distance: {BOND_LENGTH} bohr; frozen doubly occupied orbitals: {ncore}")
print("active orbital irreps:", " ".join(labels[act]))
print("active orbital energies (hartree):",
      " ".join(f"{e:.3f}" for e in orbital_energy[act]))
print(f"determinants in CI space: {len(dets)}")
print(f"RHF energy: {mf.e_tot:.6f} hartree")
print(f"CASCI energy: {e_cas:.6f} hartree")
print(f"MPS energy: {e_mps:.6f} hartree")
print(f"MPS energy error: {1000 * (e_mps - e_cas):.3f} millihartree")
print(f"singular value cutoff: {SV_CUT}")
print("bond dimensions:", " ".join(str(B.shape[2]) for B in tensors[:-1]))
print(f"total discarded weight: {discarded:.6f}")
print(f"squared overlap F of MPS and CASCI: {fidelity:.6f}")
print(f"total variation distance: {tv:.6f}; bound: {np.sqrt(1-fidelity):.6f}")
print("first orbital P(0,b,a,2), canonical:",
      " ".join(f"{x:.4f}" for x in right_first))
print("first orbital norm rule, wrong gauge:",
      " ".join(f"{x:.4f}" for x in wrong_first))
print(f"samples N: {N}; distinct determinants found: {len(found)}")
print(f"chi-square categories: {len(observed)}; p-value: {p_value:.3f}")
print(f"lag-1 autocorrelation, MPS sampling: {lags[0]:.4f}")
print(f"largest |autocorrelation|, lags 1-20: {np.max(np.abs(lags)):.4f}")
print(f"sampling scale 1/sqrt(N): {1 / np.sqrt(N):.4f}")
print(f"lag-1 autocorrelation, Metropolis: {metropolis_lag1:.4f}")
print(f"probe determinant {picture(probe)}, weight: {weight[probe]:.5f}")
print(f"found in batches of {BATCH}: {seen_fraction:.3f}; formula: {seen_formula:.3f}")
print(f"weight threshold eps: {EPS}; |C| threshold: {np.sqrt(EPS):.4f}")
print(f"bound on chance of missing any above eps: {miss_bound:.2e}")
print(f"determinants above eps: {len(target)}, all found by sampling")
print(f"pruned search: {len(prefix)} determinants; most prefixes kept: {widest}")
print(f"weight of found determinants W: {seen_weight:.5f}; 1-W: {unseen:.5f}")
print(f"certified leading determinants: {len(certified)}, "
      f"|C| above {np.sqrt(unseen):.4f}")
print(f"spread of sqrt(count/{GROUP}): {spread:.4f}; formula: {spread_formula:.4f}")
print(f"conditionals for {picture(second)}:")
print("  " + " ".join(f"{x:.4f}" for x in conditionals))
print(f"  product: {np.prod(conditionals):.6f}; C^2: {weight[second]:.6f}")
print("determinant  count  sqrt(count/N)  C(MPS)  C(CASCI)")
for r in ranking[:12]:
    print(f"{picture(found[r])} {counts[r]:6d} {np.sqrt(counts[r] / N):.4f} "
          f"{found_c[r]:+.5f} {psi[found[r]]:+.5f}")
print("verified")
```

It prints:

```
C-O distance: 2.6 bohr; frozen doubly occupied orbitals: 5
active orbital irreps: Ag B1u B2u B3u B2g B3g B2u B3u Ag B1u
active orbital energies (hartree): -0.685 -0.520 -0.511 -0.511 -0.357 -0.357 0.211 0.211 0.376 0.903
determinants in CI space: 44100
RHF energy: -184.962961 hartree
CASCI energy: -185.212124 hartree
MPS energy: -185.198290 hartree
MPS energy error: 13.834 millihartree
singular value cutoff: 0.01
bond dimensions: 4 11 25 46 73 85 31 13 4
total discarded weight: 0.005384
squared overlap F of MPS and CASCI: 0.994616
total variation distance: 0.007570; bound: 0.073372
first orbital P(0,b,a,2), canonical: 0.0046 0.0104 0.0104 0.9746
first orbital norm rule, wrong gauge: 0.2500 0.2500 0.2500 0.2500
samples N: 40000; distinct determinants found: 257
chi-square categories: 76; p-value: 0.664
lag-1 autocorrelation, MPS sampling: -0.0005
largest |autocorrelation|, lags 1-20: 0.0109
sampling scale 1/sqrt(N): 0.0050
lag-1 autocorrelation, Metropolis: 0.9987
probe determinant 2222baba00, weight: 0.01004
found in batches of 100: 0.595; formula: 0.635
weight threshold eps: 0.0005; |C| threshold: 0.0224
bound on chance of missing any above eps: 4.10e-06
determinants above eps: 62, all found by sampling
pruned search: 62 determinants; most prefixes kept: 62
weight of found determinants W: 0.99759; 1-W: 0.00241
certified leading determinants: 24, |C| above 0.0491
spread of sqrt(count/1000): 0.0147; formula: 0.0157
conditionals for 2222020200:
  0.9746 0.9513 0.9580 0.9695 0.0142 0.9959 0.9992 0.9827 1.0000 1.0000
  product: 0.011974; C^2: 0.011974
determinant  count  sqrt(count/N)  C(MPS)  C(CASCI)
2222220000  31997 0.8944 +0.89380 +0.89139
2222020200    452 0.1063 -0.10943 -0.10892
2222202000    464 0.1077 -0.10921 -0.10892
2222baba00    382 0.0977 +0.10019 +0.09992
2222abab00    397 0.0996 +0.10019 +0.09992
2222bbaa00    357 0.0945 -0.09424 -0.09398
2222aabb00    368 0.0959 -0.09424 -0.09398
2202222000    311 0.0882 -0.09038 -0.09028
2220220200    318 0.0892 -0.09006 -0.09028
22b222a000    262 0.0809 -0.07921 -0.07900
22a222b000    255 0.0798 +0.07921 +0.07900
222b220a00    247 0.0786 -0.07921 -0.07900
verified
```
